Where the ground state sits in a tapered fin

**The system.** An electron is confined in a fin of height H = 40 nm. The base is at z = 0, where the width is w₀ = 6 nm; the width falls linearly, by equal amounts on both sides, to 4 nm at the top. All walls are infinitely high. The effective mass is m = 0.19 m₀ in every direction, m₀ being the free-electron mass. Motion along the channel is free and separates off; its kinetic energy is set to zero. There is no electric field and no other electron. Write

w(z) = w₀ − s z, s = (6 − 4)/40 = 0.05,

and let x be the coordinate across the width, measured from the mid-plane. Use ħ²/(2m) = 200.53 meV nm². The "centre" of a state means the expectation value ⟨z⟩.

**(a) Treat z as a fixed parameter. Find the lowest energy U(z) of the motion across the width, its values at base and top, and its slope at the base. What does it do to the vertical motion?**

Answer. At fixed z the electron is in a box of width w(z). The lowest normalised state that vanishes at x = ±w/2 is

χ(x; z) = √(2/w) cos(πx/w).

Two derivatives in x give −(π/w)²χ, so

U(z) = (ħ²/2m) π²/w(z)².

At the base U₀ = 200.53 × 9.8696/36 = 54.98 meV, and at the top U = 200.53 × 9.8696/16 = 123.7 meV. Since dw/dz = −s,

dU/dz = (ħ²/2m) π² · 2s/w³,

which at the base is 2U₀s/w₀ = 2 × 54.98 × 0.05/6 = 0.916 meV/nm.

The slope is positive, so the force −dU/dz points down. No field acts; the push arises because a narrower box costs more kinetic energy. It competes with the kinetic energy of squeezing the state against the base wall.

**(b) Insert ψ(x, z) = c(z) χ(x; z) and obtain the equation for c, keeping the term that comes from the change of χ with z. Show that the ground energy with this term is an upper bound to the true two-dimensional ground energy, and that without it one has a lower bound.**

Answer. Take real functions. The vertical kinetic energy needs

∫(∂ψ/∂z)² dx = c′² + 2cc′ ∫χ ∂χ/∂z dx + c² ∫(∂χ/∂z)² dx.

The middle integral is half the z-derivative of ∫χ² dx = 1 (the moving end points contribute nothing because χ vanishes there), so it is zero. For the last one put u = x/w and χ = w^(−1/2) f(u), with f = √2 cos πu. Because ∂u/∂z = −u w′/w,

∂χ/∂z = −(w′/w) w^(−1/2) (f/2 + u f′).

Squaring and integrating over x, with dx = w du and w′² = s², gives

∫(∂χ/∂z)² dx = (s/w)² [¼∫f² du + ∫u f f′ du + ∫u² f′² du].

The first term in the bracket is 1/4. The second is ½∫u (f²)′ du = −½∫f² du = −1/2. In the third, f′² = 2π² sin²πu = π²(1 − cos 2πu). Over −1/2 < u < 1/2, ∫u² du = 1/12 and ∫u² cos 2πu du = −1/(2π²), so the third term is π²/12 + 1/2. The sum is 1/4 + π²/12 = 1.072. Minimising the energy with respect to c then gives

−(ħ²/2m) c″ + [U(z) + D(z)] c = E c,

D(z) = (ħ²/2m)(s/w)²(1/4 + π²/12).

At the base D = 200.53 × (0.05/6)² × 1.072 = 0.015 meV, negligible beside U₀.

Upper bound: the product cχ is a trial function for the two-dimensional problem, and the expectation value of the energy in a trial function cannot lie below the ground energy.

Lower bound: for the true ground state ψ, define g(z) ≥ 0 by g² = ∫ψ² dx. Then g g′ = ∫ψ ∂ψ/∂z dx, and the Cauchy–Schwarz inequality gives g′² ≤ ∫(∂ψ/∂z)² dx. The energy across the width at height z is at least U(z)g². Hence

E(true) ≥ ∫[(ħ²/2m) g′² + U g²] dz ≥ E(without D).

Diagonalising the one-dimensional equation in polynomials that vanish at z = 0 and z = H gives 69.156 meV without D and 69.174 meV with it. The true energy is thus fixed to within 0.02 meV, and D is dropped from here on.

**(c) Replace U by its tangent at the base and ignore the top wall. Find the length scale of the ground state and its centre, deriving the mean you need. Obtain the mean square as well.**

Answer. Let L = w₀/s = 120 nm, the height at which the side walls would meet. Then w = w₀(1 − z/L) and

U = U₀(1 − z/L)^(−2) = U₀(1 + 2z/L + 3z²/L² + …).

Keep the linear term and divide the equation by ħ²/(2m). The coefficient of z becomes 2π²/(w₀²L) = 2π²s/w₀³, which has the dimension of an inverse cube of length. Call it 1/l³:

l = [w₀³/(2π²s)]^(1/3) = [216/(19.739 × 0.05)]^(1/3) = 6.03 nm.

With z = lξ the equation is −c″ + ξc = ac, primes now meaning d/dξ. Its decaying solution is the Airy function Ai(ξ − a). The base wall requires Ai(−a) = 0, and the ground state takes the first zero, a = 2.338. The energy is

U₀ + a ħ²/(2ml²) = 54.98 + 2.338 × 200.53/36.31 = 67.9 meV.

For the moments, start from c″ = (ξ − a)c with ∫c² dξ = 1. Multiply by 2ξc′ and integrate from 0 to ∞. The left side is ∫ξ(c′²)′ dξ = −∫c′² dξ. The right side is ∫(ξ² − aξ)(c²)′ dξ = −2⟨ξ⟩ + a. Therefore

∫c′² dξ = 2⟨ξ⟩ − a.

The energy equation itself says ∫c′² dξ + ⟨ξ⟩ = a. Eliminating the kinetic term gives

⟨ξ⟩ = 2a/3.

Next multiply by 2ξ²c′ and integrate. In the same way,

−2∫ξc′² dξ = −3⟨ξ²⟩ + 2a⟨ξ⟩.

To remove the unknown integral, multiply c″ = (ξ − a)c by ξc. Integration by parts turns the left side into −∫cc′ dξ − ∫ξc′² dξ, and ∫cc′ dξ = 0 because c vanishes at both ends. So ∫ξc′² dξ = a⟨ξ⟩ − ⟨ξ²⟩. Substitution gives 5⟨ξ²⟩ = 4a⟨ξ⟩, or

⟨ξ²⟩ = 8a²/15.

The centre in the linear potential is

⟨z⟩ = (2/3) a l = 0.6667 × 2.338 × 6.026 = 9.39 nm.

The top wall lies at ξ = 40/6.03 = 6.6, well beyond the classical turning point ξ = a, so ignoring it is reasonable.

The length l grows only as s^(−1/3) when the taper is reduced. A straight fin has its centre at H/2 = 20 nm by symmetry. The formula (2/3)al reaches 20 nm when l = 12.8 nm, that is for s = 216/(19.739 × 12.8³) ≈ 0.005. At that taper the top wall matters and the formula no longer holds, but the estimate sets the scale: at fixed height and base width, a total narrowing of a few tenths of a nanometre is enough for the taper to compete with the top wall.

**(d) Find the first correction to the centre from the curvature of U, without computing a perturbed wave function.**

Answer. From the definition of l, π²/w₀² = L/(2l³). The quadratic term of U, divided by ħ²/(2m) and multiplied by l² to match the scaled equation, is

l² · [L/(2l³)] · 3l²ξ²/L² = εξ², ε = 3l/(2L) = 3 × 6.026/240 = 0.0753.

Attach a factor λ to the linear term and consider

h = −d²/dξ² + λξ + εξ².

By the Hellmann–Feynman theorem ⟨ξ⟩ = ∂E/∂λ, taken at λ = 1. To find E(λ), put ξ = λ^(−1/3)η:

h = λ^(2/3)[−d²/dη² + η] + ελ^(−2/3)η².

The bracket has ground energy a, and in its ground state ⟨η²⟩ = 8a²/15. To first order in ε,

E(λ) = aλ^(2/3) + (8/15)a²ελ^(−2/3).

Differentiating and setting λ = 1,

⟨ξ⟩ = (2/3)a − (2/3)(8/15)a²ε,

⟨z⟩ ≈ (2/3) a l [1 − (8/15)aε].

Here (8/15)a = 1.247 and 1.247 × 0.0753 = 0.094, so ⟨z⟩ ≈ 9.39 × 0.906 = 8.51 nm. The correction is negative because the true potential rises faster than its tangent and presses the electron further down. The cubic term of U enters at order (l/L)², as does the second-order effect of the quadratic term, so the remainder should be of relative order (l/L)². The expansion needs l ≪ L; here l/L = 0.05.

**(e) Solve the adiabatic equation with the full U(z), and state the centre. Then use the bounds of part (b) to limit the error made by the adiabatic approximation.**

Answer. Measure distance down from the apex, r = L − z, so that w = sr. With k² = 2mE/ħ²,

−c″ + (π²/s²) c/r² = k²c.

Put c = √r y(r). Then c″ = √r y″ + y′/√r − y/(4r^(3/2)). Dividing the equation by √r gives

y″ + y′/r + [k² − ν²/r²] y = 0, ν² = π²/s² + 1/4.

This is Bessel's equation of order ν = 62.834. The top wall at r = 80 nm is replaced by regularity at r = 0, which selects c = √r J_ν(kr). The base wall at r = L requires J_ν(kL) = 0, and the first zero is kL = 70.471. Hence

E = 200.53 × (70.471/120)² = 69.16 meV.

The centre follows from numerical integration:

⟨z⟩ = L − ∫r² J_ν² dr / ∫r J_ν² dr = 8.57 nm.

Diagonalising the same equation with the top wall restored also gives 8.57 nm, so the top wall has no visible effect. The linear estimate was 10% above this value and the corrected one 0.7% below it. **The ground state is centred 8.6 nm above the base, or 9 nm to one figure.**

The density peaks lower, at 7.4 nm, because it has a longer tail upwards. The root-mean-square spread is σ = 3.8 nm, and 99.5% of the probability lies in the lower half of the fin.

To limit the adiabatic error, return to g(z) of part (b). Its square is the true vertical density, so it carries the true centre. Let c₀ be the adiabatic ground state, with energy E₀, and write

g = √(1−η) c₀ + √η d,

where d is normalised and orthogonal to c₀. Part (b) showed that the one-dimensional energy of g does not exceed the true energy, and hence not the upper bound E₊. That energy is also at least (1−η)E₀ + ηE₁, where E₁ is the second vertical level. Diagonalisation puts E₁ at 12.39 meV above E₀, so

η ≤ (E₊ − E₀)/(E₁ − E₀) = 0.0174/12.39 = 0.0014.

The centre of g differs from that of c₀ by

2√(η(1−η)) ⟨c₀|z|d⟩ + η(⟨d|z|d⟩ − ⟨z⟩).

By the Cauchy–Schwarz inequality the first matrix element is at most σ in size, and the last bracket is at most 40 − 8.6 = 31.4 nm. The error is therefore below 2 × 0.0375 × 3.76 + 0.0014 × 31.4 ≈ 0.33 nm. This is a bound, not an estimate. Diagonalising the full two-dimensional trapezoid in polynomials that vanish on its walls gives a centre of 8.57 nm, so the actual error is far smaller.

**(f) How does the centre depend on the mass? Generalise l to a mass m_w across the width and m_z along the height, and apply the result to silicon with the channel, width and height directions along cube axes, taking the rough masses 0.19 and 0.92.**

Answer. With equal masses, dividing by ħ²/(2m) removed the mass from the equation for c. A lighter isotropic electron has higher energies but the same vertical density. With unequal masses, multiply

−(ħ²/2m_z)c″ + (ħ²π²/2m_w w²)c = Ec

by 2m_z/ħ². The potential term is now (m_z/m_w)π²/w², so

l³ = (m_w/m_z) w₀³/(2π²s).

A heavy mass across the width weakens the push, and a heavy mass along the height lets the electron settle lower. Silicon has three pairs of valleys, each with its heavy mass along one cube axis. The isotropic problem describes the pair whose heavy axis lies along the channel.

For the pair with the heavy axis across the width, l grows by (0.92/0.19)^(1/3) = 1.69. The linear centre becomes 15.9 nm and ε becomes 0.127, so the formula of part (d) gives 15.9 × (1 − 0.159) = 13.4 nm. Diagonalising the adiabatic equation gives 13.6 nm and an energy of 16.7 meV. For the pair with the heavy axis along the height, l shrinks by the same factor. The formula gives 5.2 nm, and diagonalisation 5.3 nm with an energy of 63.0 meV.

The isotropic pair, at 69.2 meV, is thus the highest of the three. In this silicon model, with the channel along a cube axis, the lowest state of the fin is centred near 14 nm, not 9 nm.

**(g) Estimate how a temperature of 300 K, finite side barriers and a vertical field change the answer. What does the model say about a real silicon fin?**

Answer. Temperature: kT = 25.9 meV is twice the spacing of 12.4 meV between the two lowest vertical levels, so higher levels are occupied. At low density each level has the weight √m_c exp(−E/kT); the root of the channel mass m_c comes from integrating the Boltzmann factor over the free motion. Summing over the diagonalised vertical levels of the five lowest width subbands gives a mean height of 14.3 nm for the isotropic valley pair alone. With all three pairs it is 17.0 nm, and 72% of the electrons are in the pair with the heavy axis across the width. These figures are for hard walls. The finite side barriers treated next lower the ground levels of the two pairs with the light mass across the width by about 15 meV and that of the third pair by only 1 meV; the share then falls to about 57%, while the mean height changes little, to 17.2 nm.

Finite side barriers: take a rough oxide barrier V = 3 eV with mass m_b = 0.5 m₀, keeping base and top hard. Outside, the wave decays as exp(−κd), with κ = √(2m_bV)/ħ, since the electron's energy is small beside V. Inside it behaves as sin k(d′ + δ), where d′ is the distance from the wall and δ is the depth at which its continuation would vanish. Continuity of ψ and of ψ′/mass gives (k/m) cot kδ = κ/m_b, and for kδ ≪ 1

δ = m_b/(mκ) = 0.42 nm.

The fin acts as if it were 6.84 nm wide at the base. At fixed s, and with the top wall out of reach, l and L are both proportional to the base width, so the whole state scales with it: 8.57 × 6.84/6 = 9.8 nm. Solving the finite well numerically at each height and diagonalising the vertical problem also gives 9.8 nm.

Vertical field: the slope of 0.916 meV/nm at the base is cancelled by a field of 0.0092 MV/cm that pulls the electron upwards. Diagonalisation with this field puts the centre at 12.1 nm. It does not reach mid-height because the field cancels the tangent of U but not its curvature.

The real case: a width of about 6 nm and a height of about 40 nm are in the range of silicon transistor fins. Such fins depart from the model in several ways. In a bulk fin the base joins the substrate, and the geometry supplies no wall at z = 0. Without some other barrier there, the electron would leave the fin for the wider substrate, where its confinement energy is lower. Channels often run along a face diagonal; with the height still along a cube axis, this changes the mass across the width for two of the three valley pairs, to 2 × 0.92 × 0.19/(0.92 + 0.19) = 0.315, with a channel mass of 0.555. Between hard walls these four valleys then hold the lowest state, at 43.5 meV and centred at 10.0 nm, and the mean height at 300 K is 15.8 nm. The gate produces fields, and the electrons repel one another. At zero field, the valleys and the temperature move the answer from 8.6 nm to 17 nm for the mean height at low density, with the channel along a cube axis. A vertical field of a few hundredths of a MV/cm outweighs the initial slope and moves it further: an upward pull of 0.02 MV/cm puts the isotropic ground state at 25 nm, and one of 0.03 MV/cm at 30 nm. The value of 8.6 nm is therefore the answer for one isotropic electron in its ground state between hard walls; it does not locate the charge in a working device.
